# What pair charge does a quadratic donor diffusivity imply?

**Question**

I have donor diffusivities in germanium at one temperature, taken at several electron densities \(n\). They follow \(D\propto n^2\) well. The donor is thought to move as a donor-vacancy pair. My reasoning was that each power of \(n\) counts one electron on the moving object, so two powers mean a pair of charge \(-2\). For self-diffusion the same reasoning works: a quadratic rise points to doubly negative vacancies. A colleague says that my pair must be singly negative. Where does the count go wrong, and how firmly can a measured exponent fix the charge?

**Answer**

Your count of electrons is right, but it starts from the wrong charge. The power of \(n\) counts the electrons taken up when the pair forms. One of these two electrons cancels the positive charge that the substitutional donor already carries. The pair is left with charge \(-1\).

**Charge balance and mass action**

Let \(k\) be the charge of the mobile pair in units of the elementary charge \(e>0\). Its formation from an ionised donor and a neutral vacancy is

\[
D^+ + V^0 + m\,e^- \rightleftharpoons (DV)^k .
\]

Charge is conserved if \(1-m=k\), so \(m=1-k\).

Suppose that this reaction is in local equilibrium, that donors and pairs are dilute, and that the electrons are nondegenerate. Equality of the chemical potentials on the two sides reads

\[
\mu_D+\mu_V+(1-k)\mu_e=\mu_k .
\]

The electrostatic energies cancel because the reaction conserves charge at one place. Each dilute species contributes a constant plus \(k_BT\) times the logarithm of its concentration. If neutral vacancies are in equilibrium with a surface or another reservoir, \(\mu_V\) is a constant at fixed temperature. With \(n_i\) the intrinsic density and \(\nu=n/n_i\), we have

\[
\ln C_k=\ln C_D+(1-k)\ln\nu+\text{constant},
\]

and therefore

\[
C_k=K_k\,C_D\,\nu^{1-k}.
\]

Here \(C_D\) is the substitutional donor density and \(K_k\) is the pair-to-donor ratio at \(n=n_i\).

Now consider a small gradient of donors in a crystal where \(n\) is uniform. If a pair has diffusivity \(d_k\), the donor flux is

\[
J=-d_k\nabla C_k=-d_kK_k\nu^{1-k}\nabla C_D .
\]

When pairs are a small share of all donors, \(C_D\) is nearly the total donor density. The donor diffusivity is then

\[
D_k(\nu)=D_k(1)\,\nu^{1-k},\qquad D_k(1)=d_kK_k .
\]

A neutral pair gives a linear law, a singly negative pair a quadratic law, and a doubly negative pair a cubic law.

**Where the 2− belongs**

The same singly negative pair can be written as the product of another reaction:

\[
D^+ + V^{2-}\rightleftharpoons (DV)^- .
\]

The density of doubly negative vacancies varies as \(\nu^2\), since \(V^0+2e^-\rightleftharpoons V^{2-}\). Mass action again gives \(C_{-1}\propto C_D\nu^2\). In this bookkeeping the label 2− belongs to the vacancy before it meets the donor.

The exponent does not show that most free vacancies are doubly negative. Nor does it show that pairing proceeds through them. Equilibrium fixes the pair density whichever path is taken, and a reservoir fixes \(\mu_V\) whichever charge state is most abundant.

Your self-diffusion example differs because a host atom on its site is neutral. For a diffusing atom of substitutional charge \(z\), charge balance gives \(z-m=k\), or

\[
m=z-k .
\]

With \(z=0\) and \(m=2\), the mobile object has \(k=-2\). With \(z=+1\) and \(m=2\), it has \(k=-1\). For an acceptor with \(z=-1\), a singly negative pair would give no dependence on \(n\) at all.

**The electric field in a donor profile**

The argument above used uniform \(n\). If the donors themselves set \(n\), their gradient creates an electric field, which acts on charged pairs. One might fear that this changes the exponent in a way that depends on \(k\).

Let \(\psi\) be the electrostatic potential in units of \(k_BT/e\), with its zero where \(n=n_i\). Nondegenerate electrons in equilibrium obey \(n=n_ie^{\psi}\), so \(\psi=\ln\nu\). A pair of charge \(k\) drifts towards lower potential if \(k>0\). With the Einstein relation its flux is

\[
J_k=-d_k\left(\nabla C_k+kC_k\nabla\psi\right).
\]

The gradient of the pair density is, by the product rule,

\[
\nabla C_k=K_k\nu^{1-k}\left[\nabla C_D+(1-k)C_D\nabla\psi\right].
\]

Drift adds \(kC_D\nabla\psi\) inside the bracket. The two coefficients sum to \((1-k)+k=1\), which leaves

\[
J_k=-D_k(\nu)\left[\nabla C_D+C_D\nabla\ln\nu\right].
\]

The pair charge has dropped out of the bracket and survives only in \(D_k(\nu)\).

To evaluate the bracket, take local neutrality and neglect the small pair charge. The hole density is \(n_i^2/n\). With \(c=C_D/n_i\),

\[
\nu-\frac1\nu=c .
\]

Multiplication by \(\nu\) gives \(\nu^2-c\nu-1=0\), whose positive root is

\[
\nu=\frac{c+\sqrt{c^2+4}}2 .
\]

Differentiating the neutrality condition gives \((\nu+1/\nu)\,d\ln\nu=dc\). Since \((\nu+1/\nu)^2=(\nu-1/\nu)^2+4\), the factor in front is \(\sqrt{c^2+4}\). Hence

\[
J_k=-D_k(\nu)\,h\,\nabla C_D,\qquad
h=1+\frac{c}{\sqrt{c^2+4}} .
\]

The field factor \(h\) rises from 1 at low doping towards 2 at high doping.

It matters which diffusivity you have plotted. Inserting \(c=\nu-1/\nu\) and \(\sqrt{c^2+4}=\nu+1/\nu\) gives \(h=2\nu^2/(\nu^2+1)\), so

\[
\frac{d\ln h}{d\ln\nu}=2-\frac{2\nu^2}{\nu^2+1}=\frac{2}{\nu^2+1}.
\]

If \(h\) is left inside the fitted diffusivity, a singly negative pair shows the local exponent \(2+2/(\nu^2+1)\). This tends to 2 at high \(n\), but it is 3 at \(\nu=1\). Near intrinsic conditions, an uncorrected quadratic law can therefore look cubic.

A small amount of a donor isotope diffusing in a uniformly doped crystal avoids the problem. There \(\nabla\ln\nu=0\), and the measured diffusivity is \(D_k(\nu)\) itself.

**Does a slope of 2 prove that the charge is −1?**

At a single electron density it does not. If pairs of several charges contribute,

\[
D(\nu)=\sum_k D_k(1)\,\nu^{1-k}.
\]

Let \(w_k=D_k(\nu)/D(\nu)\) be the share of the diffusivity carried by charge \(k\), and let \(s=\ln\nu\). Each term is proportional to \(e^{(1-k)s}\), so differentiation brings down a factor \(1-k\):

\[
\frac{d\ln D}{ds}=\sum_k w_k(1-k)=1-\langle k\rangle .
\]

The slope gives the mean charge, weighted by transport. For the second derivative, use

\[
\frac{dw_k}{ds}=w_k\left[(1-k)-(1-\langle k\rangle)\right]
=w_k(\langle k\rangle-k).
\]

Then

\[
\frac{d^2\ln D}{ds^2}
=\sum_k w_k(1-k)(\langle k\rangle-k)
=\langle k^2\rangle-\langle k\rangle^2 .
\]

The constant 1 drops out because \(\sum_kw_k(\langle k\rangle-k)=0\). The result is the variance of the pair charge. If the slope is 2 throughout an interval of \(n\), the variance vanishes there and, within this model, all the transport is by pairs of charge \(-1\).

Real data have few points and some scatter, so consider a mixture of neutral and doubly negative pairs with

\[
D(\nu)\propto \nu+\frac{\nu^3}{4}.
\]

At \(\nu=2\) both terms equal 2, the mean charge is \(-1\), and the slope is 2, although no singly negative pair is present. The slope is 1.40 at \(\nu=1\) and 2.64 at \(\nu=4.24\).

The end points alone would hide this change. Between them the mixture rises by a factor of \((4.24+76.0/4)/1.25=18.6\), while a pure quadratic law rises by a factor of 17.9. In the middle the difference is clearer. From \(\nu=1\) to \(\nu=2\) the mixture rises by a factor of \(4/1.25=3.2\), against 4 for the quadratic law. That gap of 20 percent assumes that the quadratic law is fixed at \(\nu=1\). If its prefactor is fitted as well, the largest misfit between \(\nu=1\) and \(\nu=4.24\) can be as small as 13 percent. Separating the two then takes either scatter well below that or many points.

**Numbers for a germanium-like anneal**

Take rough values in the regime of phosphorus in germanium at 700 °C (973 K):

- intrinsic density \(n_i=5\times10^{18}\ \mathrm{cm^{-3}}\);
- surface donor density \(2\times10^{19}\ \mathrm{cm^{-3}}\), so \(c=4\);
- intrinsic donor diffusivity \(1\ \mathrm{nm^2/s}=10^{-14}\ \mathrm{cm^2/s}\);
- anneal time 600 s.

At the surface,

\[
\nu=\frac{4+\sqrt{20}}2=4.24,
\]

which is an electron density of \(2.12\times10^{19}\ \mathrm{cm^{-3}}\). With \(k_BT=0.0839\ \mathrm{eV}\), the Fermi level lies \(k_BT\ln\nu=0.121\ \mathrm{eV}\) above its intrinsic position.

For \(k=-1\), the diffusivity without the field factor is \(\nu^2=17.9\ \mathrm{nm^2/s}\). For \(k=-2\) with the same intrinsic diffusivity, it is \(\nu^3=76.0\ \mathrm{nm^2/s}\). The field factor is \(h=1+4/\sqrt{20}=1.89\) in both cases. The singly negative pair thus has an effective surface diffusivity of \(17.9\times1.89=34.0\ \mathrm{nm^2/s}\), or \(3.4\times10^{-13}\ \mathrm{cm^2/s}\).

Comparing this value with the intrinsic one, without removing \(h\), gives an apparent exponent \(\ln34.0/\ln4.24=2.44\). Leaving out drift altogether would give a different error. The factor multiplying \(D_k\nabla C_D\) would then be \(1+(1-k)(h-1)\), which is 2.79 for \(k=-1\) instead of 1.89. The field pulls negative pairs back towards the more heavily doped surface, and this accounts for the difference.

I solved \(\partial C_D/\partial t=-\nabla\cdot J\) by finite differences in depth and implicit time steps. The surface density was held fixed, the slab was 600 nm thick with a closed far side, and the initial donor density was \(5\times10^{15}\ \mathrm{cm^{-3}}\). The depth at which the donor density falls to \(n_i\) is 154 nm for \(k=-1\) and 270 nm for \(k=-2\). Surface density, intrinsic diffusivity and time are the same in both.

The ratio of these depths is 1.75. If the cubic diffusivity exceeded the quadratic one by a factor of 4.24 everywhere, depth would scale by \(\sqrt{4.24}=2.06\). In fact the ratio of the two diffusivities is the local \(\nu\), which falls towards 1 with depth, so a smaller gain is to be expected. A wrong pair charge is thus more than a matter of labels: it changes the predicted junction when a diffusivity known at \(n_i\) is extrapolated to high doping.

Fast pairing can be relaxed in the calculation. Let substitutional donors be immobile, and let pairs diffuse at \(10^5\ \mathrm{nm^2/s}\) and dissociate at \(10^5\ \mathrm{s^{-1}}\), with a pair-to-donor ratio of \(10^{-5}\) at \(n_i\). These are chosen model values whose product \(d_kK_k\) is again \(1\ \mathrm{nm^2/s}\). A pair then travels about \(\sqrt{10^5/10^5}=1\ \mathrm{nm}\) before dissociating. On a mesh fine enough to resolve this length the depths become 153.9 and 269.4 nm, within 0.3 percent of the reduced values, so the reduced equation is adequate here. For \(k=-1\), pairs make up 0.018 percent of the donors at the surface.

**How far real material can move the exponent**

The natural variable is the Fermi level, not \(n\). In degenerate material \(\nu\) in the pair law must be replaced by

\[
a=\exp\!\left(\frac{E_F-E_i}{k_BT}\right),
\]

where \(E_i\) is the intrinsic Fermi level. I took rough effective densities of states of \(6\times10^{19}\) and \(3.5\times10^{19}\ \mathrm{cm^{-3}}\) for the conduction and valence bands, and solved neutrality with the Fermi-Dirac integral for electrons in a parabolic band. At the surface, the \(k=-1\) diffusivity without \(h\) rises by a factor of 1.26 over the nondegenerate value at the same donor density. Its local exponent in \(n\) becomes 2.25. If the diffusivity is calibrated at \(n_i\), where slight degeneracy is already present, the factor is nearer 1.2. Germanium also has higher conduction valleys, left out here, which hold part of the electrons at 973 K and so bring both numbers closer to their nondegenerate values. The field term changes as well, since \(\ln a\) replaces \(\ln\nu\) in the flux.

Heavy doping also shifts the band edges. Suppose that the conduction edge falls by 20 meV while the pair's levels stay fixed. At given \(n\), the Fermi level falls with the edge, and the quadratic law is multiplied by

\[
\exp\!\left(-\frac{2\times0.020}{0.0839}\right)=0.62 .
\]

This is relative to an unshifted edge; a calibration at \(n_i\) that already contains some shift reduces the effect. If the shift grows as \(n^{1/3}\), the exponent changes by \(-(2/3)(0.020/0.0839)=-0.16\). Both the 20 meV and the cube-root growth are assumptions. With these values the shift offsets part of the rise in the exponent caused by degeneracy. In the diffusivity itself the product is \(1.26\times0.62=0.78\), relative to a nondegenerate crystal with an unshifted edge. If the law is calibrated at \(n_i\), the two effects nearly cancel. The cube-root growth already gives a shift of \(20/4.24^{1/3}=12.4\) meV there, so only the remaining 7.6 meV counts. Its factor is \(\exp(-2\times0.0076/0.0839)=0.83\), and \(1.2\times0.83=1.0\). Corrections of one or two tenths in the exponent are thus possible and hard to pin down, so a value of 2.2 at this doping is not by itself evidence for a fraction of doubly negative pairs.

Three other assumptions can be sized for the same example:

- **Ionised donors.** With relative permittivity 16 and an isotropic effective mass of 0.2 electron masses, the donor radius is 4.2 nm. The carriers screen the donor over 2.7 nm at \(n=n_i\), and over less at higher \(n\). A radial finite-difference calculation with this screened attraction, in a sphere of 40 donor radii, gives a positive lowest energy. It thus shows no compact bound state that would neutralise the donor.
- **Neutrality.** Inserting the calculated \(k=-1\) profile into Poisson's equation gives a space charge of at most 0.6 percent of the local carrier density \(n+p\), where \(p\) is the hole density.
- **Vacancy supply.** The capacity of vacancies to carry material is roughly the self-diffusivity times the site density. With a rough intrinsic self-diffusivity of \(0.1\ \mathrm{nm^2/s}\) and \(4.4\times10^{22}\) sites per \(\mathrm{cm^3}\), its ratio to the donor capacity is \(0.1\times4.4\times10^{22}/(1\times2\times10^{19})=220\). This assumes that both capacities grow as \(\nu^2\). The donor flux also carries the field factor, which lowers the ratio at the surface to \(220/1.89=116\). Vacancies can then keep up with the donors. If the vacancy capacity did not grow with \(n\), the surface ratio would be only \(220/34.0=6.5\), a much thinner margin.

Vacancy equilibrium can fail after ion implantation, because the damage can create or remove vacancies. Mass action makes the pair density proportional to the neutral vacancy density. A uniform excess by a factor of 2, sustained through the anneal, would double \(D\) at every \(n\) and deepen the 154 nm profile by \(\sqrt2\), to about 220 nm. It would leave the exponent alone. An excess that varies with depth or doping can change the exponent, which then can no longer be read directly as a charge. Donor clustering at higher doping also lies outside this model, because clustered donors need not supply one electron each.

For your data, first establish whether \(h\) has been removed. If it has, and the slope stays near 2 over a wide range of \(n\) with vacancies in equilibrium, singly negative pairs carry most of the transport. A doubly negative pair would have given a slope near 3.
